# Charged-Defect Formation Energies in Finite Cells: Two Derivations

A supercell study of an anion vacancy in an oxide film has to decide whether the singly charged vacancy is stable at any Fermi level, or whether the vacancy passes directly from 2+ to neutral. The answer depends on the sign of $E_f(0)+E_f(2)-2E_f(1)$, where $E_f(q)$ is the formation energy in charge state $q$. In a close case, such as the model below, this combination is only about 0.01 Ry, while the periodic images of the doubly charged defect shift its energy by several times as much. The chemical potentials, the valence edge and the Fermi level cancel in this combination, so its sign rests on the cell energies and on the finite-cell correction. The Fermi levels at which the charge state changes, measured from the valence edge, also need the position of that edge, but not the chemical potentials. The number of vacancies depends on the chemical potentials and the Fermi level as well.

## The result and its conventions

Rydberg units are used, so $e^2=2$, energies are in Ry and lengths in bohr. A defect is made by adding $n_i$ neutral atoms of element $i$ to the host ($n_i=-1$ for a vacancy) and has charge $q$ in units of $+e$. The result is

$$E_f(q)=E_{D,q}-E_H-\sum_i n_i\mu_i+q(E_V+E_F)-q\Delta+E_{\rm iso}[m]-E_{\rm per}[m].\tag{1}$$

$E_{D,q}$ and $E_H$ are the energies of the defect and host cells, $\mu_i$ is the chemical potential of a neutral atom, $E_V$ the valence edge of the host, and $E_F$ the Fermi level measured from $E_V$. The charge $m(\mathbf r)$ is a localized model charge of total $q$, with energy $E_{\rm per}$ when repeated periodically and $E_{\rm iso}$ when alone, both in a medium of dielectric constant $\varepsilon$.

The potential $V$ is the energy of a unit positive charge; an electron has $-V$. The alignment $\Delta$ is the value of $V_{D,q}-V_H-V_m$ far from the defect. Written with electron potential energies, $-q\Delta$ becomes $+q\Delta_U$.

All periodic potentials have zero cell average. A common zero is necessary: if the electron potential energy rises by $C$, that of the nuclei falls by $C$ per unit charge, so a system of charge $q$ changes by $-qC$. Since $E_V$ changes by $+C$, the sum $E_{D,q}+qE_V$ is unchanged only if both refer to the same zero. A charged cell also holds a uniform background of density $-q/\Omega$, where $\Omega$ is the cell volume. Its energy in the host potential vanishes because that potential averages to zero.

Defects are taken as dilute, and vibrational and volume terms are omitted. Let $\rho(\mathbf r)$ be the localized charge that the defect adds to the host, before dielectric screening. I assume that the cell size affects the energy only through the electrostatics of $\rho$. If $\delta_q^\infty$ is the energy of making the defect in an unbounded host, then

$$E_{D,q}-E_H=\delta_q^\infty+D[\rho],\qquad D[\rho]=E_{\rm per}[\rho]-E_{\rm iso}[\rho].\tag{2}$$

Two things must be shown: how $\delta_q^\infty$ enters the thermodynamics, and how $D[\rho]$ is found from a model charge and a potential.

## First derivation: open ensemble and charge pairs

**Thermodynamics.** Let the host exchange nuclei and electrons with reservoirs. A state of energy $E$ has weight

$$\exp\left[-\frac{E-\sum_i\mu_i^{\rm nuc}N_i-\mu_eN_e}{kT}\right].$$

A neutral atom is a nucleus with $Z_i$ electrons, so $\mu_i=\mu_i^{\rm nuc}+Z_i\mu_e$. A system of charge $q$ has $N_e=\sum_iZ_iN_i-q$. Inserting this, the numerator becomes

$$E-\sum_i(\mu_i^{\rm nuc}+Z_i\mu_e)N_i+q\mu_e=E-\sum_i\mu_iN_i+q\mu_e .$$

Subtracting the same expression for the neutral host, and setting $\mu_e=E_V+E_F$, gives

$$E_f(q)=\delta_q^\infty-\sum_in_i\mu_i+q(E_V+E_F).\tag{3}$$

The charge term is positive because the $q$ electrons removed from the defect go to a reservoir at $\mu_e$.

If sites are independent, the weights of one site relative to the perfect host are 1 and $g_qe^{-E_f(q)/kT}$, with $g_q$ the degeneracy. The grand potential per site and the defect fraction are

$$\omega=-kT\ln(1+z),\qquad c=\frac{z}{1+z},\qquad z=\sum_qg_qe^{-E_f(q)/kT}.\tag{4}$$

For $z\ll1$, $c\approx z$.

**The periodic kernel.** Let $\psi(\mathbf u)$ be the zero-average potential of unit point charges on a simple cubic lattice of side $L$, with their background:

$$-\nabla^2\psi=4\pi\Big[\sum_{\mathbf R}\delta(\mathbf u-\mathbf R)-\frac1\Omega\Big].$$

Subtracting the isolated potential leaves $w=\psi-1/u$, which is regular at the origin and obeys $\nabla^2w=4\pi/\Omega$ for $u<L$. Since $\nabla^2u^2=6$, a particular solution is $2\pi u^2/(3\Omega)$. The rest solves Laplace's equation with cubic symmetry, which allows a constant and then nothing below angular momentum 4. By dimensions,

$$w(\mathbf u)=-\frac{\alpha}{L}+\frac{2\pi u^2}{3\Omega}+O\!\left(\frac{u^4}{L^5}\right),\tag{5}$$

where the Madelung constant is $\alpha=2.8373$.

**Sum over pairs.** In a uniform linear dielectric,

$$D[\rho]=\frac{e^2}{2\varepsilon}\iint\rho(\mathbf r)\rho(\mathbf r')\,w(\mathbf r-\mathbf r')\,d^3r\,d^3r'.\tag{6}$$

Define the dipole $\mathbf p=\int\rho\,\mathbf r\,d^3r$ and second moment $Q=\int\rho\,r^2d^3r$. Expanding $|\mathbf r-\mathbf r'|^2=r^2+r'^2-2\mathbf r\cdot\mathbf r'$ gives

$$\iint\rho\rho'|\mathbf r-\mathbf r'|^2=2qQ-2p^2 .$$

Hence

$$D[\rho]=-\frac{\alpha e^2q^2}{2\varepsilon L}+\frac{2\pi e^2(qQ-p^2)}{3\varepsilon\Omega}+O(L^{-5}).\tag{7}$$

The first term is the attraction between the charge and the neutralized array of images; it makes the raw energy too low. For a spherical charge that does not overlap its images the remainder vanishes, because a solution of Laplace's equation averaged over a sphere equals its central value, which is zero for angular momentum 4.

Now place $m$, itself without a dipole, at the centroid of $\rho$ and measure positions from there, so that $p=0$ for both. Subtracting (7) for $m$ from (7) for $\rho$ gives

$$D[\rho]=D[m]+\frac{2\pi e^2q(Q_\rho-Q_m)}{3\varepsilon\Omega}+O(L^{-5}).\tag{8}$$

**The alignment.** The last explicit term can be read from a potential. Let $S=V_\rho-V_m$ be the difference of the isolated potentials, with $\nabla^2S=-(4\pi e^2/\varepsilon)(\rho-m)$. For spherical charges of equal total, $S$ vanishes outside them. Two integrations by parts then give $\int r^2\nabla^2S=\int S\,\nabla^2r^2=6\int S$, so

$$\int S\,d^3r=-\frac{2\pi e^2}{3\varepsilon}(Q_\rho-Q_m).$$

In the periodic system the difference potential is $\sum_{\mathbf R}S(\mathbf r-\mathbf R)$ plus a constant that restores zero average. Far from the defect only the constant remains:

$$\Delta=-\frac1\Omega\int S\,d^3r=\frac{2\pi e^2(Q_\rho-Q_m)}{3\varepsilon\Omega}.\tag{9}$$

Thus $D[\rho]=D[m]+q\Delta$. Equation (2) then gives $\delta_q^\infty=E_{D,q}-E_H-D[m]-q\Delta$, and inserting this in (3) gives (1).

## Second derivation: exchange with reservoirs and reciprocity

**Thermodynamics.** Consider host and reservoirs as one closed system. Making one defect changes the host energy by $\delta_q^\infty$. The atomic reservoirs give up $n_i$ atoms and change by $-n_i\mu_i$; the electron reservoir gains $q$ electrons and changes by $+q\mu_e$. The sum is (3), now obtained as an energy balance.

With $n_q$ defects of charge $q$ on $N$ sites, and $n=\sum_qn_q$, the free energy change is

$$F=\sum_qn_qE_f(q)-kT\ln\left[\frac{N!}{(N-n)!\prod_qn_q!}\prod_qg_q^{n_q}\right].$$

Stirling's approximation turns $\partial F/\partial n_q=0$ into

$$E_f(q)+kT\ln\frac{n_q}{g_q(N-n)}=0,\qquad\text{so}\qquad\frac{n_q}{N-n}=g_qe^{-E_f(q)/kT}.$$

Summing over $q$ gives $c/(1-c)=z$, which is the fraction in (4).

**Electrostatics without moments.** Let $W$ turn a charge into its periodic potential minus its isolated potential, and write $\langle a,Wb\rangle=\int a\,W[b]\,d^3r$. Then $D[\rho]=\tfrac12\langle\rho,W\rho\rangle$. The kernel depends evenly on $\mathbf r-\mathbf r'$, so $\langle a,Wb\rangle=\langle b,Wa\rangle$.

Apply $W$ to $\rho-m$. The isolated potential is $S$; the periodic one is $S$, plus its images, plus the constant $\Delta$. If $S$ is short-ranged, its images do not reach the region occupied by $\rho$ and $m$, and there

$$W[\rho]=W[m]+\Delta.\tag{10}$$

Using (10) once, then reciprocity, then (10) again,

$$\begin{aligned}
D[\rho]&=\tfrac12\langle\rho,Wm\rangle+\tfrac12q\Delta\\
&=\tfrac12\langle m,W\rho\rangle+\tfrac12q\Delta\\
&=\tfrac12\langle m,Wm\rangle+\tfrac12q\Delta+\tfrac12q\Delta=D[m]+q\Delta .
\end{aligned}\tag{11}$$

With (2) and (3), this is again (1). The full factor $q\Delta$ has two equal parts: half comes from the potential shift acting on $\rho$, and half from the different shape of $\rho$ in the image potential of $m$.

## What each derivation assumes

Both thermodynamic arguments need independent sites and reservoirs large enough to keep their chemical potentials fixed. The ensemble gives the grand potential directly and holds for any number of sites; the exchange argument uses Stirling's approximation and therefore many sites. In an amorphous film each site has its own $\delta_q^\infty$, so (4) applies site by site and the fractions are then averaged.

**Shape of the charge.** The first electrostatic argument, as written, needs a cubic cell, but it admits a charge of low symmetry and gives the order of the error. This matters in an amorphous network. A test with three unequal Gaussians found a remainder beyond (7) of $7.6\times10^{-6}$ Ry at $L=20$ bohr and $2.4\times10^{-7}$ Ry at 40 bohr, an order of 5.005 in $1/L$. The dipole term at 20 bohr was $2.1\times10^{-4}$ Ry, so a misplaced model charge costs far more than the remainder. A neutral defect with a permanent dipole keeps the shift $-2\pi e^2p^2/(3\varepsilon\Omega)$, which (1) does not remove. For low symmetry $S$ also has a tail that varies with direction, so an arbitrary far point can give a wrong $\Delta$. In a cubic cell the second-moment form in (9) avoids this; in a cell of lower symmetry the quadrupole of $\rho$ leaves an error of order $L^{-3}$. So does the corner of a cubic cell centred on $m$, where the quadrupole part of the tail cancels by symmetry.

The second argument needs a short-ranged $S$, but no expansion and no cubic cell. Neither argument covers an added charge that spreads through the cell, as when an electron assigned to the defect occupies a band state.

**Uniform screening.** Both arguments assume that $\rho$ and $m$ are screened by the same constant $\varepsilon$. It must describe the response that takes place in the cell, including that of the ions if they relax; a wrong value leaves an error that falls only as $1/L$. A single scalar $\varepsilon$ also excludes an anisotropic host and a film thin enough for its interfaces to take part in the screening, both of which need a model charge screened accordingly. Suppose instead that the true response has $1/\varepsilon(G)=1/\varepsilon+\beta G^2+\dots$ at small wavevector $G$, while $m$ is still treated with $\varepsilon$. The $\beta$ term adds to $V_\rho$ a short-ranged part with integral $4\pi e^2q\beta$. Removing its average changes the measured alignment to

$$\Delta=\Delta_u+\Delta_\beta,\qquad\Delta_\beta=-\frac{4\pi e^2q\beta}{\Omega},$$

where $\Delta_u$ is the value (9) for uniform screening. The first line of (11) holds with this measured $\Delta$. The later lines, however, apply reciprocity to the uniform kernel and supply only $\tfrac12q\Delta_u$. The true shift is

$$D[\rho]=D[m]+q\Delta_u+\tfrac12q\Delta_\beta,$$

whereas (1) subtracts $D[m]+q\Delta_u+q\Delta_\beta$. The corrected energy therefore errs by

$$-\tfrac12q\Delta_\beta=\frac{2\pi e^2q^2\beta}{\Omega}.\tag{12}$$

For $\beta>0$ it is too high, by an amount that falls only as $1/\Omega$. A test with $\beta=0.90$ bohr$^2$, $q=2$ and $\Omega=4096$ bohr$^3$ gave 0.0110 Ry, in agreement with (12).

## A model vacancy

Take an anion vacancy in a binary host MA, with $\varepsilon=10$, $L=16$ bohr, $E_V=0.40$ Ry and a gap of 0.24 Ry. The added charge is a Gaussian of charge $q$ and width 1.8 bohr, plus a neutral core part: Gaussians of charge $+4$ and $-4$ with widths 1.6 and 0.8 bohr. The local energies of the three charge states are chosen inputs. The cell energies are thus model energies, not electronic-structure results, and the isolated answer is known separately from the electric field energy.

**Reservoirs.** Write $\mu_i=\mu_i^{\rm ref}+\Delta\mu_i$, measured from the elements. Equilibrium with the host requires $\Delta\mu_M+\Delta\mu_A=\Delta H=-0.25$ Ry. Neither element precipitates if $\Delta\mu_M\le0$ and $\Delta\mu_A\le0$, hence $\Delta H\le\Delta\mu_A\le0$. Since $n_A=-1$, the vacancy energy contains $+\mu_A$, and every charge state is 0.25 Ry lower in the metal-rich limit than in the anion-rich one.

**The 2+ state.** With $\mu_A^{\rm ref}=-32$ Ry, the uncorrected anion-rich energy at $E_F=0$ is

$$31.1104-32+2(0.40)=-0.0896\ {\rm Ry}.$$

The model charge is a Gaussian of width $\sigma=1.2$ bohr, with Fourier transform $m(G)=qe^{-\sigma^2G^2/2}$. Its energies are

$$E_{\rm per}[m]=\frac{2\pi e^2}{\varepsilon\Omega}\sum_{\mathbf G\ne0}\frac{|m(G)|^2}{G^2},\qquad
E_{\rm iso}[m]=\frac{e^2q^2}{\pi\varepsilon}\int_0^\infty e^{-\sigma^2G^2}dG=\frac{e^2q^2}{2\sqrt\pi\,\varepsilon\sigma}.$$

They are 0.1189 and 0.1881 Ry, so $E_{\rm iso}[m]-E_{\rm per}[m]=0.0692$ Ry. A Gaussian of charge $q$ has second moment $3q\sigma^2$, here 8.64, against 42.48 for the defect. Equation (9) gives

$$\Delta=\frac{4\pi(42.48-8.64)}{3(10)(4096)}=0.0035\ {\rm Ry},$$

which agrees with the far potential: $-0.0157-(-0.0192)=0.0035$ Ry. The corrected energy is

$$E_f(2)=-0.08962+0.06917-0.00692=-0.02737\ {\rm Ry}.$$

The isolated reference is the same to the digits shown. Had the far potential been used without subtracting that of $m$, $\Delta$ would have included the periodic potential of $m$, whose effect is already contained in $E_{\rm per}[m]$, and the result would have been 0.038 Ry too high.

**The decision.** For $q=1$ the correction raises the energy from 0.1232 to 0.1376 Ry; for $q=0$ it stays at 0.3153 Ry. Two charge states have equal energy at

$$E_F(q/q')=\frac{E_f(q')-E_f(q)}{q-q'},$$

with the energies on the right taken at $E_F=0$.

| Level (Ry above $E_V$) | Raw | Corrected |
|---|---:|---:|
| 2+/+ | 0.2128 | 0.1650 |
| +/0 | 0.1920 | 0.1777 |

The 1+ state is stable between these levels if 2+/+ lies below +/0. The raw cells have the opposite order and predict a direct change from 2+ to neutral at 0.2024 Ry. After correction the 1+ state is stable over a window of 0.0127 Ry. A scan of the Fermi level across the gap confirmed both sequences. These levels compare energies only. With the degeneracies of the model, $g_1=2$ and $g_0=g_2=1$, the range in which 1+ is the most populated state is wider by $2kT\ln2$, or 0.0079 Ry at 900 K, which is not enough to reverse the raw order. In this model the missing 1+ state is an artefact of the finite cell.

The window equals $E_f(0)+E_f(2)-2E_f(1)$. By (12), dispersive screening with the $\beta$ above would make this combination too large by $2\pi e^2\beta(4-2)/\Omega$, half the $q=2$ error, or 0.0055 Ry. Such screening would also change the isolated energies, and with them the true window. Set against a true window of 0.0127 Ry, an error of this size is over 40%, so a decision this close should be repeated in a larger cell.

**Consequences for doping.** In the metal-rich limit the energy of the 2+ vacancy reaches zero at

$$E_F=\frac{0.25+0.0274}{2}=0.1387\ {\rm Ry},$$

compared with 0.1698 Ry from raw energies. Below this Fermi level the vacancy forms with a gain in energy and releases electrons, which opposes p-type doping; the dilute description no longer applies there.

At $E_F=0.22$ Ry and 900 K, where $kT=0.00570$ Ry, the neutral vacancy dominates. Its metal-rich energy is $0.3153-0.25=0.0653$ Ry, or 0.888 eV, and the fraction of vacant anion sites is about $e^{-0.0653/0.00570}\approx1.1\times10^{-5}$. The dilute limit is well satisfied. Equation (4) was also tested outside that limit by enumerating an open system of four sites in terms of nuclei and electrons; both routes gave a vacancy fraction of 0.2728. The remaining values are in the numerical output.

## Computed results

```
eps = 10.0, cell side = 16.0 bohr, volume = 4096 bohr^3
Gaussian widths: defect 1.8, model 1.2 bohr
neutral core: charge +/-4.0 e, widths 1.6, 0.8 bohr
E_V = 0.40 Ry, gap = 0.24 Ry
anion reference = -32.00 Ry, host enthalpy = -0.25 Ry
Madelung constant (simple cubic) = 2.837297
q=0: local energy 32.05 Ry, cell E_D-E_H 32.31527 Ry
  second moment of added charge = 23.04 e bohr^2
  model E_iso 0.00000, E_per 0.00000, difference 0.00000 Ry
  far potential: cell 0.00236, model 0.00000, Delta 0.00236 Ry
  -q Delta = 0.00000 Ry, total correction = 0.00000 Ry
  E_f anion-rich, E_F=0: raw 0.31527, corrected 0.31527 Ry
  isolated reference E_f = 0.31527 Ry
  corrected E_f: anion-rich 4.289 eV, metal-rich 0.888 eV
q=1: local energy 31.50 Ry, cell E_D-E_H 31.72322 Ry
  second moment of added charge = 32.76 e bohr^2
  model E_iso 0.04702, E_per 0.02972, difference 0.01729 Ry
  far potential: cell -0.00667, model -0.00958, Delta 0.00291 Ry
  -q Delta = -0.00291 Ry, total correction = 0.01438 Ry
  E_f anion-rich, E_F=0: raw 0.12322, corrected 0.13760 Ry
  isolated reference E_f = 0.13760 Ry
  corrected E_f: anion-rich 1.872 eV, metal-rich -1.529 eV
q=2: local energy 30.90 Ry, cell E_D-E_H 31.11038 Ry
  second moment of added charge = 42.48 e bohr^2
  model E_iso 0.18806, E_per 0.11890, difference 0.06917 Ry
  far potential: cell -0.01570, model -0.01916, Delta 0.00346 Ry
  -q Delta = -0.00692 Ry, total correction = 0.06224 Ry
  E_f anion-rich, E_F=0: raw -0.08962, corrected -0.02737 Ry
  isolated reference E_f = -0.02737 Ry
  corrected E_f: anion-rich -0.372 eV, metal-rich -3.774 eV
raw levels: (2+/+) 0.21284, (+/0) 0.19205, (2+/0) 0.20244 Ry
  E_f(0)+E_f(2)-2E_f(1) = -0.02079 Ry
  metal-rich E_F where E_f(2+)=0: 0.16981 Ry
corrected levels: (2+/+) 0.16498, (+/0) 0.17766, (2+/0) 0.17132 Ry
  E_f(0)+E_f(2)-2E_f(1) = 0.01269 Ry
  metal-rich E_F where E_f(2+)=0: 0.13869 Ry
stable charges, rising E_F: raw [2, 0], corrected [2, 1, 0]
q=2 error if model potential is not subtracted = 0.03833 Ry
T = 900 K, kT = 0.005700 Ry, E_F = 0.22 Ry, metal-rich:
  vacancy fraction per anion site = 1.066e-05
enumeration: 4 sites, kT 0.05 Ry, E_F 0.1 Ry, dmu -0.1 Ry
  vacancy fraction: enumerated 0.272758, formula 0.272758
low-symmetry source: remainder 7.579e-06 Ry at 20 bohr, 2.360e-07 Ry at 40 bohr
  order in 1/L = 5.005, dipole term at 20 bohr = 2.115e-04 Ry
dispersive screening: length 1.0 bohr, beta = 0.90 bohr^2
  q=2 error: computed 0.01104, formula 0.01104 Ry
```
